# The Cubic-Cell Charge Correction for Ions in Periodic Water

Put a monovalent ion of Born radius 0.17 nm into continuum water, in a periodic cube of edge 1.36 nm, and its charging energy is −2.73 eV. In an infinite volume of the same continuum it is −4.18 eV. About a third of the solvation energy is missing, and doubling the box edge still leaves about 0.74 eV missing. The error falls only as the inverse box length, so enlarging the box is an expensive cure. The charged-cell, or monopole, correction removes this leading error by arithmetic. To use it one must know which energy is being corrected, which permittivity enters, and whether the interaction of the ion with its own images has already been counted.

## What the periodic calculation computes

Let the ion carry charge $qe$ in a cube of edge $L$, and let $K=e^2/(4\pi\varepsilon_0)=1.44$ eV nm. A periodic array of net charge has no finite electrostatic energy, so a uniform background of charge $-qe/L^3$ is added. The potential is given zero average over the cell, and there is no macroscopic field (conducting, or tin-foil, conditions).

In these conventions the potential of a unit charge and its images is $K\psi(\mathbf r)$, where

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf n}\delta(\mathbf r-\mathbf nL)-\frac1{L^3}\Big],\qquad \int_{\rm cell}\psi\,d^3r=0 .$$

The self-interaction constant $\xi$ is what remains at the ion when its own Coulomb potential is removed:

$$\frac{\xi}{L}=\lim_{r\to0}\Big[\psi(\mathbf r)-\frac1r\Big].$$

It scales as $1/L$ because lengths are the only dimensional quantities in the definition. Its value is $\xi=-2.837297$. It is negative, so a formula written with the positive number 2.837297 must carry the opposite sign in front.

The charging energy $U_L$ used here is the work of charging the ion against the solvent's potential. In a linear solvent that potential grows in proportion to the charge. If $\phi_s$ is its final value at the ion, expressed as an energy per elementary charge, then

$$U_L=\int_0^1(\lambda\phi_s)\,q\,d\lambda=\tfrac12q\phi_s .$$

The direct interaction of the ion with its images, $\tfrac12Kq^2\xi/L$, is not part of $U_L$.

## Computing the constant by Ewald summation

Set $L=1$. Add and subtract at each lattice point a Gaussian charge of density $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$, whose potential is $\operatorname{erf}(\eta r)/r$.

The point charge minus its Gaussian has potential $\operatorname{erfc}(\eta r)/r$, which decays fast enough to sum in real space. The average of this sum over a cell of unit volume equals the integral of one term over all space:

$$4\pi\int_0^\infty r\,\operatorname{erfc}(\eta r)\,dr=\frac{4\pi}{\eta^2}\cdot\frac14=\frac{\pi}{\eta^2}.$$

This must be subtracted to keep the average at zero.

The Gaussians plus the background are summed in Fourier space. Their density has coefficients $e^{-k^2/4\eta^2}$ for $\mathbf k=2\pi\mathbf m\neq0$, and Poisson's equation multiplies each by $4\pi/k^2=1/(\pi m^2)$. The background cancels the $\mathbf k=0$ charge. Hence

$$\psi(\mathbf r)=\sum_{\mathbf n}\frac{\operatorname{erfc}(\eta|\mathbf r+\mathbf n|)}{|\mathbf r+\mathbf n|}+\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\eta^2}}{\pi m^2}\cos(2\pi\mathbf m\cdot\mathbf r)-\frac{\pi}{\eta^2}.$$

Now subtract $1/r$ and let $r\to0$. The $\mathbf n=0$ term becomes $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$, so

$$\xi=\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}{n}+\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\eta^2}}{\pi m^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.$$

For $\eta=2$ the four terms are

$$0.028608+0.176251-2.256758-0.785398=-2.837297 .$$

The result cannot depend on $\eta$. Two solutions for $\psi$ would differ by a periodic function with zero Laplacian, hence by a constant, and the zero average makes that constant vanish. Numerically, values of $\eta L$ from 1.5 to 3 agree to about $10^{-15}$. A dependence on $\eta$ in practice signals a truncated sum or a missing background term.

### A check without Ewald summation

Surround each point charge by its own cube of background. Such a cell is neutral, and cubic symmetry removes its dipole and quadrupole, so the potentials of the cells can be added directly. The extrapolated sum at a lattice point, without the charge's own $1/r$, is $-2.3136987$. It does not yet refer to zero average potential.

The average is found from one cell's density $\rho$. At small $k$, neutrality and the absence of a dipole and a traceless quadrupole give $\tilde\rho(k)\simeq-(k^2/6)\int\rho r^2d^3r$. Since $\tilde\phi=4\pi\tilde\rho/k^2$, the integrated potential is

$$\int\phi\,d^3r=-\frac{2\pi}{3}\int\rho\,r^2\,d^3r .$$

The point charge contributes nothing to the second moment. The background contributes $-3\times\frac1{12}=-\frac14$, so the average is $+\pi/6$. Subtracting it gives $-2.3136987-0.5235988=-2.8372975$, in agreement with the Ewald value.

## Why the solvent changes the correction

Near the ion, $\psi-1/r$ is smooth and has Laplacian $4\pi/L^3$. Let $f(r)$ be its average over a sphere of radius $r<L$. Then

$$\frac1{r^2}\frac{d}{dr}\Big(r^2\frac{df}{dr}\Big)=\frac{4\pi}{L^3}
\;\Rightarrow\;\frac{df}{dr}=\frac{4\pi r}{3L^3}
\;\Rightarrow\; f=\frac{\xi}{L}+\frac{2\pi r^2}{3L^3},$$

where smoothness at the origin removes the integration constant in the middle step. The spherical average of $\psi$ is therefore

$$\psi_0(r)=\frac1r+\frac{\xi}{L}+\frac{2\pi r^2}{3L^3}.$$

At $r=0.1L$ this formula and an average of the Ewald potential over directions both give $7.1836465/L$. The angular remainder starts at angular momentum $l=4$, because a cube allows no lower nonconstant harmonic.

To leading order, then, the images and background add a uniform potential $Kq\xi/L$ around an ion in vacuum. In a solvent of permittivity $\varepsilon$ the same sources add $Kq\xi/(\varepsilon L)$. The solvent's own share is the difference, $-Kq(1-1/\varepsilon)\xi/L$. It is positive, because $\xi<0$, so it makes the charging energy of the periodic ion too weak.

### The spherical cavity worked through

Let the ion sit at the centre of a cavity of radius $R$, with permittivity 1 inside and $\varepsilon$ outside. The total potential obeys

$$\nabla\cdot(\varepsilon\nabla\phi)=-4\pi Kq\Big[\delta(\mathbf r)-\frac1{L^3}\Big]$$

in the cell. The background appears here because its field also polarizes the solvent. For the spherical part, try

$$\phi_{\rm in}=Kq\psi+a,\qquad \phi_{\rm out}=\frac{Kq}{\varepsilon}\psi+c .$$

Both satisfy the equation in their regions, and $\varepsilon\,\partial\phi/\partial r$ is the same on both sides of $R$. Two conditions remain. With $s=1-1/\varepsilon$, continuity of the potential gives

$$a=c-Kqs\,\psi_0(R).$$

For the zero average, write $V_R=4\pi R^3/3$ and let $I$ be the integral of $\psi$ over the cavity. Since $\psi$ integrates to zero over the cell, its integral outside is $-I$, and

$$KqI+aV_R-\frac{KqI}{\varepsilon}+c(L^3-V_R)=0 .$$

Inserting $a$ gives

$$c=\frac{Kqs}{L^3}\big[\psi_0(R)V_R-I\big].$$

The two quantities in the bracket are

$$\psi_0(R)V_R=\frac{4\pi R^2}{3}+\frac{\xi V_R}{L}+\frac{8\pi^2R^5}{9L^3},\qquad
I=2\pi R^2+\frac{\xi V_R}{L}+\frac{8\pi^2R^5}{15L^3}.$$

Their difference is $-2\pi R^2/3+16\pi^2R^5/(45L^3)$. The solvent potential at the ion is $\phi_{\rm in}-Kq\psi=a$, and $U_L=\tfrac12qa$, so

$$U_L=-\frac{Kq^2}{2}\Big(1-\frac1\varepsilon\Big)\Big[\frac1R+\frac{\xi}{L}+\frac{4\pi R^2}{3L^3}-\frac{16\pi^2R^5}{45L^6}\Big].$$

Half of the $R^2$ term comes from $\psi_0(R)$ and half from the zero-average condition. For $L\to\infty$ the Born energy remains; for $\varepsilon\to1$ the solvent energy vanishes, as it must.

The $l=4$ part has been left out. Its size at the cavity is of order $R^4/L^5$, so it induces a moment of order $R^9/L^5$, whose images act back on the ion at order $R^9/L^{10}$.

A direct numerical solution of the dielectric equation, with no Ewald sum, tests the bracket. At $\varepsilon=4$, with cavity and mesh held fixed, its value at $R/L=0.375$ minus that in a box twice as large is $-0.9272$ in units of the inverse smaller box length. The formula gives $-0.9288$. The $R^5$ term contributes $-0.026$ to this difference, far more than the discrepancy.

### A solvent made of discrete points

The $1/L$ term should not need a cavity. As a second case, place a unit charge on one site of a simple cubic lattice of polarizable points with spacing $a$. The dipole on the ion's own site vanishes by symmetry. The polarizability $\alpha$ is chosen from the Clausius–Mossotti relation $(\varepsilon-1)/(\varepsilon+2)=4\pi\alpha/(3a^3)$ to give $\varepsilon=4$.

The energies for $L/a=8,12,16,20$, fitted with powers $0,-1,-3,-5$ of $L$, have a $1/L$ coefficient of 1.0643 in Gaussian units. The prediction is $-\tfrac12(1-\tfrac14)\xi=1.0640$. Without the permittivity factor it would be 1.4186, which the result rules out.

## Choosing the correction

**The program reports the solvent energy alone.** Use

$$U_\infty\simeq U_L+\frac{Kq^2}{2}\Big(1-\frac1\varepsilon\Big)\frac{\xi}{L}.$$

The added term is negative.

**The program reports a total that includes the ion's direct image interaction.** Call this $U'_L=U_L+\tfrac12Kq^2\xi/L$. Substitution gives

$$U_\infty\simeq U'_L-\frac{Kq^2}{2\varepsilon}\frac{\xi}{L}.$$

The remaining correction is positive and reduced by $\varepsilon$. This form applies to the total energy of a charged periodic cell, provided the energy of the isolated ion is the reference. Applying the first formula to such a total would leave the direct image interaction, $\tfrac12Kq^2\xi/L$, in the result.

The permittivity must describe the response that is allowed to relax. If molecules reorient, use the static permittivity of the simulated water. If the nuclei are frozen as they were around the uncharged solute and only electrons respond, use the electronic permittivity. In vacuum, $\varepsilon=1$: the first correction vanishes and the second takes its full, unscreened value.

When an ion changes from charge $q_1$ to $q_2$ in the same box, replace $q^2$ by $q_2^2-q_1^2$, as long as the solvent responds linearly and is fully relaxed at both charges. The replacement fails if the nuclei stay frozen as they were around a charge $q_1\ne0$, because the polarization they keep also acts on the added charge. With full relaxation, a change from $+2$ to $+3$ carries five times the correction of a monovalent ion.

## A worked size study

Take the ion of the opening, with $q=1$, $R=0.17$ nm and $\varepsilon=78$. These are rough values for a sodium-like ion in water at room temperature. At $L=1.36$ nm the leading correction is

$$\frac{1.43997}{2}\Big(1-\frac1{78}\Big)\frac{-2.8373}{1.36}=-1.483\ {\rm eV}.$$

Removing the next term adds

$$\frac{1.43997}{2}\Big(1-\frac1{78}\Big)\frac{4\pi(0.17)^2}{3(1.36)^3}=+0.034\ {\rm eV}.$$

The raw energies below come from the numerical dielectric solution with the mesh spacing held at 0.0425 nm. At this spacing they lie about 0.01 eV below the closed formula, which gives −2.732 eV for the smallest box. All energies are in eV.

| $L$ (nm) | raw | after $1/L$ | after $L^{-3}$ |
|---|---:|---:|---:|
| 1.36 | −2.745 | −4.227 | −4.193 |
| 2.04 | −3.213 | −4.201 | −4.191 |
| 2.72 | −3.454 | −4.195 | −4.191 |

The spread over the boxes falls from 0.709 to 0.032 and then to 0.002 eV. The $R^5$ term is about 0.00006 eV in the smallest box, too small to explain the last spread. The finite width of the cavity boundary on the mesh accounts for most of it. There $1/\varepsilon$ varies linearly in $1/r$ between $r=0.8R$ and $r=1.33R$. For a spherical boundary $\varepsilon\,d\phi/dr=Kq\,d\psi_0/dr$, so the energy is linear in $1/\varepsilon(r)$ and is an average over sharp cavities with $1/r$ spread evenly over this range. The average of $r^2$ is then $(0.8R)(1.33R)=1.07R^2$. The extra 7% of the $L^{-3}$ term differs by 0.002 eV between the smallest and largest boxes.

Agreement between boxes does not remove an error common to all of them. The corrected values lie about 0.01 eV below the Born energy of −4.181 eV. Halving the mesh spacing in the smallest box raises its energy by 0.0095 eV and gives a corrected value of −4.184 eV. Most of the common offset in that box is therefore mesh error.

The table also shows why the coefficient should be fixed, not fitted, when only two boxes are available. A straight line in $1/L$ through the raw energies of the two larger boxes has slope

$$\frac{-3.2128+3.4536}{1/2.04-1/2.72}=1.965\ {\rm eV\,nm},$$

whereas theory gives 2.017 eV nm. The line extrapolates to −4.176 eV. This is 0.015 eV above the fully corrected value for the largest box, while the fixed-coefficient correction misses that value by 0.004 eV. The fitted slope has absorbed part of the $L^{-3}$ term. That −4.176 eV lies close to the Born energy is an accident: the error of the fit partly cancels the common mesh offset of about −0.01 eV.

## What changes in molecular water

The study used continuum water. A cube of edge 1.36 nm would hold roughly 84 molecules at a density of 33.4 per nm³, a small box for a liquid. Several effects then need separate attention.

**The zero of potential.** Zero cell average includes the potential inside the molecules. Consider the three-site SPC water model, with hydrogen charge $0.41e$ and bond length 0.1 nm. Its second moment about the oxygen is $2(0.41)(0.1)^2=0.0082\,e$ nm². By the integral used for the neutral cells, averaged over molecular orientation, the potential outside the molecules is raised by

$$\frac{2\pi}{3}(1.44)(33.4)(0.0082)=0.83\ {\rm V}.$$

This offset is already present before charging, so it enters the energy as $q$ times the offset, without a factor one half. For a monovalent cation this contribution is about $+0.83$ eV, a fifth of the Born energy, and the box correction does not remove it. The figure assumes random orientation about the oxygens. Even slight ordering of the molecules around the uncharged cavity can change the potential at its centre by tenths of a volt, so the actual offset should be taken from a simulation of the uncharged solute. If the ion excludes a volume $V_R$ at fixed surrounding density, the offset depends on box size by the fraction $V_R/L^3$. With the Born radius that part is 0.007 V at 1.36 nm. What counts is the volume closed to oxygen centres, which is larger: a radius of 0.25 nm would give 0.02 V.

**Dielectric saturation.** The screened continuum field at the cavity is 6.4 MV/cm. An SPC dipole there has an alignment energy of $1.18\,kT$, so linear response is doubtful near the ion. Independent dipoles in this field would align only about 8% less than linearly, but they are a poor model of water: at this density, SPC dipoles that feel only the macroscopic field give a permittivity of about 19. Booth's theory, which allows for correlation between neighbouring dipoles, can be matched to $\varepsilon=78$ at low field. It then puts the loss of orientational response in this field at more than half. The loss at the cavity is larger still, because a weaker response screens the ion less and so raises the field. At distance $L/2$ for the smallest box, the ion's own screened field, with the images left out, is 0.40 MV/cm, and the same theory gives a loss of about 1%. Even a 2% lower permittivity would change the $1/L$ correction by only 0.0004 eV in this box, so the bulk value is adequate in the $1/L$ term. Saturation closer to the ion changes the smaller terms that fall faster with $L$. The Born energy depends on the region near the ion and remains a rough estimate.

**Permittivity and temperature.** Lowering $\varepsilon$ from 78 to 70, a rough value near 323 K, changes the leading correction by 0.002 eV at 1.36 nm. Adding the bare image energy without the factor $1-1/\varepsilon$ makes the result too negative by 0.019 eV. In water this is small; at $\varepsilon=4$ a quarter of the bare term would be wrong.

The constant 2.837297 belongs to a cube with a uniform neutralizing background and conducting conditions. Another cell shape needs its own constant. Slabs, mobile counterions and salt solutions need a different analysis, because their geometry or screening differs from that assumed here. In a box so small that no bulk-like solvent lies between images, the expansion loses its basis. A second box size, with density and all other settings held fixed, is then the useful diagnostic: a corrected energy that still drifts by more than the estimated $L^{-3}$ term and the sampling error shows that the monopole correction is not sufficient.

The numerical output gives the values to more digits.

## Table of computed values

```
Ewald, eta L = 2 (dimensionless):
  real-space sum: 0.028608387
  reciprocal sum: 0.176250631
  Gaussian self: -2.256758334
  background: -0.785398163
xi: -2.837297479
spread for eta L = 1.5 to 3: 8.9e-16
neutral-cell sum before shift: -2.3136987
xi from neutral cells: -2.8372975
shell average of psi at r/L=0.1: 7.1836465
  formula: 7.1836465
Dipole lattice, eps = 4 (units e^2/a):
  L/a = 8: U = -0.418102
  L/a = 12: U = -0.462643
  L/a = 16: U = -0.484820
  L/a = 20: U = -0.498119
  fitted 1/L coefficient: 1.06434
  predicted coefficient: 1.06399
Cavity, R/L = 0.375 minus 0.1875 (units 1/L_small):
  numerical -0.9272, formula -0.9288
K = 1.439965 eV nm
Ion radius 0.17 nm, eps 78, T 298 K
mesh spacing 0.0425 nm
L(nm)  raw(eV)  1/L shift(eV)  after 1/L  L^-3 shift  after L^-3
1.36  -2.7445  -1.4828  -4.2273  0.0342  -4.1931
2.04  -3.2128  -0.9885  -4.2013  0.0101  -4.1912
2.72  -3.4536  -0.7414  -4.1950  0.0043  -4.1907
spread raw: 0.7091 eV
spread after 1/L: 0.0323 eV
spread after L^-3: 0.0024 eV
Born energy, infinite box: -4.1809 eV
half mesh, L = 1.36 nm, raw: -2.7350 eV
  shift on halving the mesh: 0.0095 eV
  half mesh, after L^-3: -4.1836 eV
Neglected or at stake, L = 1.36 nm:
  omitting 1/eps in the correction: -0.0193 eV
  SPC water offset, constant part: 0.826 V
  SPC water offset, box part: 0.0068 V
  SPC dipole: 0.0473 e nm; kT: 0.0257 eV
  field at cavity: 6.39 MV/cm
  dipole energy/kT at cavity: 1.18
  field at L/2: 0.399 MV/cm
  dipole energy/kT at L/2: 0.074
  eps 70 (near 323 K), change of 1/L shift: 0.00220 eV
```
